# Three-mask layout decomposition is NP-complete, even for planar conflict graphs

A single exposure cannot print two neighbouring lines that lie too close together. Multiple patterning avoids this by distributing the lines over several masks, each exposed separately, so that close neighbours never share a mask. With two masks, a fast procedure either finds such a distribution or proves that none exists. A third mask gives every line more freedom, and any layout that two masks can handle, three can handle too. It is tempting to conclude that finding the distribution also becomes easier, or that a search for four mutually close features settles the matter. Both conclusions fail.

## Rules of the problem

A layout is a set of disjoint, connected features with horizontal and vertical edges. Two features conflict if their edge-to-edge gap is smaller than the same-mask space $s$. Each whole feature goes to one mask; cutting a feature, called stitching, is considered later. The conflict graph has one vertex per feature and one edge per conflict. Decomposition into $q$ masks is then a colouring of this graph with $q$ colours in which joined vertices differ.

For a pitch $P$ printed in one exposure, write $P=2k_1\lambda/\mathrm{NA}$, where $\lambda$ is the wavelength, $\mathrm{NA}$ the numerical aperture and $k_1$ a process factor. With rough values for 193 nm immersion lithography, $\mathrm{NA}=1.35$ and $k_1=0.28$,

$$P=\frac{2(0.28)(193\ \text{nm})}{1.35}=80.1\ \text{nm}.$$

For lines of width 24 nm this leaves $s=80.1-24=56.1$ nm.

All layouts below are drawn on a square lattice of pitch 96 nm, that is, four pixels of 24 nm. Each occupied site carries a feature's name. Neighbouring sites with the same name are joined by a line one pixel wide. Neighbouring sites with different names each send a one-pixel arm towards the other, leaving one empty pixel between them: a 24 nm gap, hence a conflict. The closest approach without a conflict occurs between diagonal sites whose arms leave two empty pixels in each direction. That gap is $2\sqrt2\,(24\ \text{nm})=67.9$ nm, which exceeds $s$. Two features therefore conflict exactly when they occupy neighbouring sites somewhere.

## A layout that defeats the clique test

Consider six features, with dots for empty sites:

```
H H H H H
1 2 3 4 5
1 . . . 5
1 1 1 1 5
```

The hub H conflicts with all five others. Features 1 to 5 form a closed rim: 1–2, 2–3, 3–4, 4–5 and, through the bottom row, 5–1. There are ten conflicts.

Suppose three masks suffice. H uses one of them, so the rim must use the other two. Going round the rim, the masks must alternate, and after five steps an alternating sequence arrives at feature 1 with the wrong mask. No decomposition exists.

Yet no four features conflict mutually. Such a set would contain at least three rim features, all in mutual conflict, and a rim of five contains no triangle.

Testing somewhat larger groups does not repair the criterion. Lengthen the rim to $2k+1$ features. The alternation still fails. But remove any one feature and three masks suffice: without H, an odd ring can alternate two masks and use the third once; without a rim feature, the rest of the rim is an open chain that alternates two masks while H has the third. The smallest impossible group thus has $2k+2$ features, which can be made as large as desired. No test limited to groups of a fixed size is sufficient.

This example refutes the local test, but it does not prove computational hardness: a wheel is easily recognised. Hardness concerns whole families of layouts, and is a worst-case statement.

## The correct statement

**Two masks.** Whether a decomposition exists can be decided in time proportional to the number of features plus conflicts.

**Three masks.** The same question is NP-complete, even when the conflict graph is planar, meaning that it can be drawn in the plane without crossing edges.

NP is the class of yes-or-no problems whose positive answers have proofs checkable in polynomial time. NP-complete problems belong to NP, and every problem in NP can be translated into them in polynomial time. Hence no polynomial-time method decides three-mask decomposition for all layouts unless P = NP, that is, unless every NP problem has such a method. Whether P = NP is not known.

### Why two masks are easy

Pick a feature in each connected part of the conflict graph and give it mask 0. Its neighbours must have mask 1, their neighbours mask 0, and so on. Every assignment after the first is forced, so there is nothing to guess. If two joined features receive the same mask, the paths that led to them from the start have lengths of equal parity. Together with the joining edge they make a closed walk of odd length. Masks would have to alternate along this walk, which is impossible. If no such clash arises, the assignment is a decomposition. Each conflict is inspected at most once from each end, which gives the linear time.

With three masks, a feature whose neighbour is fixed still has two options. The forcing argument stops there.

### Three masks: membership in NP

The conflicts follow from comparing pairs of features. A proposed list of masks is checked by going through the conflicts once. Both tasks take polynomial time, so the problem lies in NP. The rest of the proof translates an arbitrary NP problem into a layout.

### From any NP problem to 3-SAT

Let a checking algorithm run for at most $T$ steps on a Turing machine, with $T$ polynomial in the input size. Record the tape at every step in a table. An entry contains the tape symbol and, if the head is there, the machine's state. Each entry depends on three entries of the preceding row, through a rule of fixed size. The whole table is therefore a Boolean circuit of polynomial size. Its free inputs are the bits of the proposed proof, and its output is 1 if the proof is accepted.

Build the circuit from gates $z=\text{not}(x\text{ and }y)$. Each gate is equivalent to the three clauses

$$(x\lor z),\qquad (y\lor z),\qquad(\bar x\lor\bar y\lor\bar z).$$

The first two force $z=1$ if an input is 0; the last forces $z=0$ if both are 1. One more clause requires the output to be 1. A short clause is padded with a new variable $d$: $(a\lor b)$ becomes $(a\lor b\lor d)$ and $(a\lor b\lor\bar d)$. Whatever $d$ is, one of these reduces to $(a\lor b)$. A single-literal clause is padded twice. The result is a 3-SAT formula: can all clauses of three literals be true together?

### From 3-SAT to a graph

Take a triangle with vertices $T$, $F$ and $S$, for true, false and spare. Its three colours are distinct, and we name them after the vertices. For each variable add joined vertices $x$ and $\bar x$, both also joined to $S$. One then has colour $T$ and the other colour $F$, as required of a truth value.

An OR gadget with inputs $a,b$ is a triangle $p,q,o$ with added edges $a$–$p$ and $b$–$q$.

- If $a=b=F$, neither $p$ nor $q$ can be $F$. They take $T$ and $S$ in some order, and $o=F$ is forced.
- If $a=T$, choose $p=F$, $q=S$, $o=T$. This is allowed for $b=T$ or $F$.
- If $a=F$ and $b=T$, choose $p=S$, $q=F$, $o=T$.

For a clause $(a\lor b\lor c)$, feed $a,b$ into one gadget, and its output with $c$ into a second. Join the final output to $F$ and $S$, so that it must be $T$. If all literals are false, the first output is forced to $F$, then the second too: a contradiction. If a literal is true, the choices above make the final output $T$. The graph is therefore 3-colourable exactly when the formula can be satisfied. Each variable and clause adds a fixed number of vertices, so the translation is polynomial.

This graph may not be planar. To turn it into a layout, colour signals must be able to cross.

### A crossing that preserves colours

The following tile contains 13 features:

```
2 2 N N 1
W w n n 1
W w c e E
3 s s e E
3 S S 4 4
```

Call the terminals $T_0,T_1,T_2,T_3=E,N,W,S$, the inner ring $A_0,\ldots,A_3=e,n,w,s$, and the links $B_0,\ldots,B_3=1,2,3,4$. Here $T_i$ and $S$ denote features and have nothing to do with the colours $T$ and $S$ of the previous graph. Indices are taken modulo 4. Reading neighbouring sites gives these conflicts:

- $c$ with each $A_i$, and $A_i$ with $A_{i+1}$: eight in all;
- $T_i$ with $A_i$: four;
- $B_i$ with $T_i$, $T_{i+1}$ and $A_{i+1}$: twelve.

The total is 24. Let the colour of $c$ be called 0. The ring can use 1 and 2, and must alternate, so $A_{i+2}=A_i$. Since $T_i$ differs from $A_i$,

$$T_i\in\{0,A_{i+1}\},\qquad T_{i+1}\in\{0,A_{i+2}\}=\{0,A_i\}.$$

Now examine whether $B_i$ has a colour left, given that it must differ from $T_i$, $T_{i+1}$ and $A_{i+1}$:

- $T_i=0,\ T_{i+1}=0$: $B_i=A_i$ is left.
- $T_i=A_{i+1},\ T_{i+1}=0$: again $B_i=A_i$.
- $T_i=A_{i+1},\ T_{i+1}=A_i$: $B_i=0$ is left.
- $T_i=0,\ T_{i+1}=A_i$: the three neighbours have three different colours, and nothing is left.

The forbidden fourth case means that $T_i=0$ implies $T_{i+1}=0$. Following the implication round the tile, either all terminals are 0 or none is. If none is, $T_0=T_2=A_1$ and $T_1=T_3=A_0$. In both cases

$$E=W,\qquad N=S .$$

The horizontal and vertical signals pass through each other unchanged.

Every pair of signals can pass. If they are equal, $c$ must share their colour, for otherwise no terminal would be 0 and the two signals would differ. The ring then has two alternations, and each fixes the links: two completions. If the signals differ, $c$ has the third colour, the ring is fixed by the terminals, and all links are 0: one completion. There are three equal and six unequal pairs, giving $3\times2+6\times1=12$ colourings of the tile, out of $3^{13}=1\,594\,323$ assignments.

### From any graph to a layout

Let $G$ have $N_v$ vertices and $M$ edges. Number the vertices from top to bottom and give each a horizontal wire. Give each edge $(u,v)$, with $u<v$, its own column. A vertical wire leaves wire $u$, carries its colour down, and stops one site above wire $v$, where it conflicts with that wire. At every wire in between, insert the crossing tile.

Each meeting of a row and column occupies $7\times7$ sites: the tile and a border one site wide. Wires enter and leave through the middle of the sides. Apart from these wires the border is empty, so different tiles do not disturb one another. The layout uses $49N_vM$ lattice sites, a polynomial number.

Let $X$ be the number of crossings. A tile brings 13 features, but its $W$ and $N$ terminals continue existing wires, so it adds 11. Thus

$$\text{features}=N_v+11X,\qquad \text{conflicts}=M+24X .$$

In any decomposition, the tiles give all pieces of a row the same colour, and bring the colour of $u$ unchanged to wire $v$. The final conflict makes the colours of $u$ and $v$ differ. The row colours therefore colour $G$ properly. Conversely, every proper colouring of $G$ can be continued through all tiles. Since the completions of separate tiles are independent,

$$\text{number of decompositions}=\sum_{\text{proper colourings of }G}2^{\,r},$$

where $r$ is the number of crossings at which the two signals have equal colours. Every term is positive. The layout can be decomposed exactly when $G$ is 3-colourable.

The conflict graph is planar. The square lattice is planar, and shrinking each connected feature to a point creates no crossings. After repeated edges are merged, the edges left between different features are precisely the conflicts. This completes the proof.

## The construction in numbers

Apply the construction to the wheel, with hub 0 and rim 1 to 5. The compact drawing above needs no crossings. The row-and-column drawing does, and shows how the general construction works. The column for $(0,i)$ crosses $i-1$ wires, the column for $(1,5)$ crosses three, and the other rim columns cross none:

$$X=(0+1+2+3+4)+3=13 .$$

There are $6+11\times13=149$ features and $10+24\times13=322$ conflicts, in an area of $6.65\times3.96\ \mu\text{m}^2$. No four features conflict mutually. The number of three-mask decompositions is zero, as the wheel requires, although there are about $10^{71}$ assignments before conflicts are considered.

Remove the rim edge $(1,5)$ and its column. Ten crossings and 116 features remain. The hub has three possible colours, and the open rim then has two alternations: six colourings of $G$. Every remaining crossing is between the hub's signal and a rim wire, which differ, so $r=0$. The layout has $6\times2^0=6$ decompositions. One edge of the underlying graph separates an impossible layout from a possible one.

## When the difficulty can be avoided

**Bounded height.** Add the features in order of their left edges, and keep a table of colourings. An earlier feature needs to be remembered only if it conflicts with one still to come, so it must reach a vertical strip of width $s$ at the current position. For a fixed layout height on this lattice, the number of such features is bounded. The table size is then bounded too, and the work grows linearly with length.

The effect appears in a six-wire layout made of repeated copies of one graph, in which each of three wires is joined to each of the other three. Adding features tile by tile, two copies have 402 features and three have 600, but the largest table has $5832=3^6\times8$ entries in both cases. This peak occurs in the first tile, before any edge constrains the six wires; in the second and third copies the table never exceeds 336 entries. In left-edge order, at most 18 features have to be remembered at a time, for one, two, three or five copies alike. The hardness proof escapes this bound because the number of wires, and hence the height, grows with the problem.

**Stitches.** Return to the full wheel and cut the hub wire between its first and second columns. The left piece conflicts with rim wire 1, the right piece with rim wires 2 to 5. Choose the colour of the right piece in three ways; wires 2 to 5 then alternate the other two colours in two ways. Wire 1 touches both of these colours, so it must share the colour of the right piece. The left piece has two choices. That makes $3\times2\times2=12$ colourings. The four columns from the right piece each cross wire 1 with an equal colour, and all other crossings are unequal, so

$$12\times2^4=192$$

decompositions exist. One stitch rescues this layout.

Free stitches thus define a different problem, whose difficulty is not settled by this proof. If every stitch and every unresolved conflict has a positive cost, however, finding the minimum remains NP-hard, meaning at least as hard as every problem in NP. The minimum is zero exactly when an uncut, conflict-free decomposition exists, so computing it would answer the original question.

## Real masks

The spacing rule was derived from the pitch of parallel lines, whereas the 24 nm gaps in these layouts separate the ends of facing arms. That such pairs need separate masks is therefore an assumption of the model, not a consequence of the pitch formula. For dense parallel lines, the limit in one exposure is $k_1=0.25$, which gives a pitch of 71.5 nm. Changing $k_1$ to 0.25 or 0.30 gives $s=47.5$ or 61.8 nm. Both lie between the 24 nm conflicting gap and the 67.9 nm free gap, and the conflict graph stays the same.

The smallest free gap is diagonal, with 48 nm in each direction. If a rough placement error moves every edge outward by 3 nm, both separations shrink to 42 nm and the gap to $42\sqrt2\approx59$ nm, still above 56.1 nm. The two margins do not hold together, however: 59 nm lies below the 61.8 nm rule for $k_1=0.30$, and with both changes the diagonal pairs of the wheel layout give 104 extra conflicts. A rough overlay error of 4 nm between masks does not change gaps within a mask if each mask shifts rigidly, but it is about a sixth of the 24 nm gap between features on different masks. This matters for yield and electrical behaviour, which the colouring model leaves out.

Another simplification is the single spacing number. Real rules also depend on line ends, corners and the surrounding pattern. Moreover, all gaps here are measured between drawn shapes, whereas exposure rounds corners and can shorten small arms such as those used here. If the wheel layout had to obey an 80 nm rule, 104 extra conflicts would appear beside the original 322, and the tile would no longer work as designed. Widening the lattice from 96 to 144 nm, with the conflicting gaps kept at 24 nm, removes all 104. The construction can thus absorb this stricter rule at the price of area.

The many bends in the tile are untypical of dense layers designed with mostly straight lines. Rules that forbid such shapes may exclude the layouts used in the proof, and the hardness of the restricted problem must then be examined afresh. For a particular layout, a solver may finish quickly. What the third mask does not provide, unless P = NP, is a polynomial-time guarantee for every layout allowed by the general rules stated here.
